\section*{Valley-pair interference terms in the density of a symmetric silicon donor}

\section*{Problem}

A substitutional donor in silicon binds an electron whose symmetric ($A_1$) state is a superposition of the six conduction valleys,
\begin{equation}
\psi(\mathbf r)=\frac1{\sqrt6}\sum_{\mu}F_\mu(\mathbf r)\,\phi_\mu(\mathbf r),\qquad
\phi_\mu=u_\mu e^{i\mathbf k_\mu\cdot\mathbf r},\qquad \mu=\pm x,\pm y,\pm z .
\label{psi}
\end{equation}
The minima $\mathbf k_\mu$ lie at distance $k_0$ from the zone centre along the cubic axes. The periodic functions $u_\mu$ are scaled so that $|u_\mu|^2$ averages to one over a cell. The envelopes $F_\mu$ are real, slowly varying and even, with $F_{-\mu}=F_\mu$ and a common value at the donor. The origin is the donor site, the lattice constant is $a$, spin-orbit coupling is neglected, and each valley is represented by one Bloch function.

\begin{enumerate}
\item Sort the 36 ordered valley pairs in $|\psi|^2$ and find the wavevector of each kind.
\item How many distinct wavevectors are there, and with what weights?
\item Find the contribution of each class at the donor and at other sites of its fcc sublattice.
\item The crystal adds reciprocal lattice vectors to these wavevectors. Is the line $2k_0-2(2\pi/a)$ present?
\item Evaluate the results for a phosphorus-like donor.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The length of $\mathbf k_\nu-\mathbf k_\mu$ depends on the pair only through a scalar product.
\item Time reversal relates $\phi_{-\mu}$ to $\phi_\mu$. Use it to compare different pairs with the same wavevector.
\item A translation by a lattice vector multiplies a Bloch function by a phase.
\item Diamond is mapped onto itself by a quarter turn about $x$ combined with the shift $(a/4)(1,1,1)$. What is this operation squared?
\end{enumerate}

\section*{Solution}

\subsection*{Phases}

Choose each phase so that $\phi_\mu(0)>0$, which is possible if $\phi_\mu(0)\ne0$. An operation $g$ of the site group $T_d$ turns $\phi_\mu$ into a Bloch function of valley $g\mu$. That band state is nondegenerate, so the result is $\lambda\phi_{g\mu}$ with $|\lambda|=1$. Since $g$ leaves the origin fixed, both functions are positive there, and $\lambda=1$. The equal-weight sum (\ref{psi}) is therefore invariant under $T_d$, provided the envelopes are carried into one another by the same operations, as we assume from here on. The Hamiltonian is real, so $\phi_\mu^*$ is a state at $-\mathbf k_\mu$, again positive at the origin. Hence
\begin{equation}
\phi_{-\mu}=\phi_\mu^* .
\label{tr}
\end{equation}

\subsection*{1. The three classes}

Multiplying (\ref{psi}) by its conjugate gives
\begin{equation}
|\psi|^2=\frac16\sum_{\mu\nu}F_\mu F_\nu\,u_\mu^*u_\nu\,e^{i\mathbf q\cdot\mathbf r},
\qquad \mathbf q=\mathbf k_\nu-\mathbf k_\mu .
\label{density}
\end{equation}
The product $u_\mu^*u_\nu=\sum_{\mathbf G}C_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ is lattice periodic. Each pair thus has a principal wavevector $\mathbf q$ and satellites $\mathbf q+\mathbf G$. The word ``principal'' refers to the valley separation and does not imply the largest coefficient.

Because all $|\mathbf k_\mu|=k_0$,
\begin{equation}
|\mathbf q|^2=2k_0^2-2\,\mathbf k_\mu\cdot\mathbf k_\nu .
\end{equation}
For a given $\mu$, the scalar product is $k_0^2$ for $\nu=\mu$, $-k_0^2$ for $\nu=-\mu$, and zero for the four valleys on the other axes. With six choices of $\mu$:
\begin{align*}
\text{intravalley:}&\quad 6\times1=6, & |\mathbf q|&=0,\\
\text{opposite:}&\quad 6\times1=6, & |\mathbf q|&=2k_0,\\
\text{perpendicular:}&\quad 6\times4=24, & |\mathbf q|&=\sqrt2\,k_0 .
\end{align*}

Symmetry gives the same division. The 24 operations of $T_d$ permute the coordinates and change an even number of signs. Four of them keep $+x$ fixed: $(y,z)$ goes to $(y,z)$, $(-y,-z)$, $(z,y)$ or $(-z,-y)$. These four also keep $-x$ fixed, so the pairs $(x,x)$ and $(-x,x)$ each generate $24/4=6$ pairs. Keeping both $+x$ and $+y$ fixed leaves $z\to\pm z$, and the minus sign is a single sign change, which is not allowed. The identity alone remains, so $(x,y)$ generates 24 pairs. All terms within a class are related by symmetry.

\subsection*{2. Distinct wavevectors}

The opposite pairs give the six vectors $\pm2k_0\hat{\mathbf x}$, $\pm2k_0\hat{\mathbf y}$, $\pm2k_0\hat{\mathbf z}$, once each. A perpendicular vector arises twice. For example, $(k_0,k_0,0)$ comes from $\nu=x,\mu=-y$ and from $\nu=y,\mu=-x$. By (\ref{tr}),
\begin{equation}
\phi_{-y}^*\phi_x=\phi_y\phi_x=\phi_{-x}^*\phi_y ,
\end{equation}
and the envelope products agree too. The two terms are identical and add. The 24 terms therefore have 12 distinct principal wavevectors: $(\pm k_0,\pm k_0,0)$ and its permutations.

If the Bloch factors and envelopes are set to one, the zero wavevector has weight $6/6=1$, each opposite line $1/6$, and each perpendicular line $2/6=1/3$. At the origin all lines are in phase, and their sum is $1+6/6+12/3=6=36/6$, as 36 equal terms require.

\subsection*{3. Contributions on the donor sublattice}

Let $j=x,y,z$ label the positive valleys. The two intravalley terms on axis $j$ give $2F_j^2|\phi_j|^2$. The two opposite terms are $\phi_{-j}^*\phi_j=\phi_j^2$ and its conjugate. For two axes $i<j$, the four sign choices give $(\phi_i+\phi_i^*)(\phi_j+\phi_j^*)$, and the reversed order doubles it, giving $8\,\mathrm{Re}\,\phi_i\,\mathrm{Re}\,\phi_j$. After division by six,
\begin{align}
\rho_{\rm intra}&=\tfrac13\sum_jF_j^2|\phi_j|^2,\qquad
\rho_{\rm opp}=\tfrac13\sum_jF_j^2\,\mathrm{Re}\,\phi_j^2,\\
\rho_{\rm perp}&=\tfrac43\sum_{i<j}F_iF_j\,\mathrm{Re}\,\phi_i\,\mathrm{Re}\,\phi_j .
\end{align}

At a lattice vector $\mathbf R$, $\phi_j(\mathbf R)=e^{i\theta_j}\phi(0)$ with $\theta_j=k_0R_j$. In units of $|\phi(0)|^2$,
\begin{align}
\rho_{\rm intra}&=\tfrac13\sum_jF_j^2,\qquad
\rho_{\rm opp}=\tfrac13\sum_jF_j^2\cos2\theta_j,\nonumber\\
\rho_{\rm perp}&=\tfrac43\sum_{i<j}F_iF_j\cos\theta_i\cos\theta_j .
\label{sites}
\end{align}
Since $1+\cos2\theta_j=2\cos^2\theta_j$, the three parts combine into a square,
\begin{equation}
\rho=\tfrac23\Big(\sum_jF_j\cos\theta_j\Big)^2 ,
\label{square}
\end{equation}
so a negative perpendicular part cannot make the density negative. At the donor, with $F_j(0)=1$, the parts are $1$, $1$ and $4$. The total is six times the intravalley part, and two thirds of it comes from perpendicular pairs.

\subsection*{4. The missing long-wave line}

The vector $\mathbf G=(-2,0,0)2\pi/a$ belongs to the reciprocal lattice. It would shift the opposite-valley line $2k_0\hat{\mathbf x}$ to a small wavevector. The coefficient of this satellite follows from the screw operation
\begin{equation}
S\mathbf r=R\mathbf r+\mathbf t,\qquad R(x,y,z)=(x,-z,y),\qquad \mathbf t=\tfrac a4(1,1,1).
\end{equation}
It maps the donor's sublattice onto the other one, which is displaced by $\mathbf t$. It maps that second sublattice back, because $R\mathbf t+\mathbf t=\tfrac a2(1,0,1)\equiv\mathbf T$ is an fcc lattice vector. Thus $S$ is a symmetry of the crystal.

The state $\phi_x$ is nondegenerate and $S$ preserves its wavevector, so $\phi_x(S^{-1}\mathbf r)=\lambda\phi_x(\mathbf r)$. Applying $S$ twice gives a half turn about $x$ followed by the translation $\mathbf T$. The half turn belongs to $T_d$ and leaves $\phi_x$ unchanged, hence
\begin{equation}
\lambda^2=e^{-i\mathbf k_x\cdot\mathbf T}=e^{-ik_0a/2}.
\end{equation}
The opposite-valley product $\phi_{-x}^*\phi_x=\phi_x^2$ is therefore multiplied by $e^{-ik_0a/2}$. Its axial component $C_Ge^{i(2k_0+G)x}$ is multiplied by $e^{-i(2k_0+G)a/4}$, because $S^{-1}$ changes $x$ to $x-a/4$. Components with a transverse wavevector turn into others of that kind and do not mix with the axial one. Equating the factors,
\begin{equation}
C_G\left(e^{-iGa/4}-1\right)=0
\quad\Rightarrow\quad C_G=0\ \text{ unless }\ G=4n\,\frac{2\pi}{a},
\label{rule}
\end{equation}
with integer $n$. The line $2k_0-2(2\pi/a)$ is absent. The argument needs both atoms of the cell to be equivalent, and it concerns only the axial component of the three-dimensional transform. The satellites with $\mathbf G=(-2,0,\pm2)2\pi/a$ are allowed, and on a plane of fixed $z$ they appear at the in-plane wavevector $(2k_0-2(2\pi/a),0)$. In the model of part 5 its amplitude on an atomic plane is $0.68$, against $0.16$ for $(2k_0,0)$, and it vanishes midway between atomic planes. On the sites of one fcc sublattice the two wavevectors cannot be told apart, since $R_x$ is a multiple of $a/2$.

\subsection*{5. A phosphorus-like donor}

\paragraph{Bloch functions.} Take $a=0.543$ nm, so $2\pi/a=11.571$ nm$^{-1}$. The bands come from a local empirical pseudopotential with rough typical form factors of $-2.86$, $0.54$ and $1.09$ eV at $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$. The Hamiltonian is diagonalized in plane waves with $|\mathbf G|^2\le24$ in these units. The minimum lies at $k_0=0.853(2\pi/a)=9.87$ nm$^{-1}$. A converged basis moves it to $0.854$, which changes the wavevectors below by $0.1\%$ and the coefficients $|C_{\mathbf G}|$ of the principal lines and strongest satellites by less than $0.01$. With $0.853$,
\begin{align*}
2k_0&=19.74\ \text{nm}^{-1}, & 2\pi/(2k_0)&=0.318\ \text{nm}=3.18\ \text{\AA},\\
\sqrt2k_0&=13.96\ \text{nm}^{-1}, & 2\pi/(\sqrt2k_0)&=0.450\ \text{nm}=4.50\ \text{\AA}.
\end{align*}

The principal coefficient $|C_0|$ is $0.16$ for an opposite pair and $0.42$ for a perpendicular pair. The strongest opposite-valley satellites are four equal lines at $(0.706,\pm1,\pm1)2\pi/a$ with $|C_{\mathbf G}|=0.36$, about twice the principal coefficient; four more, at $(-0.294,\pm2,0)2\pi/a$ and $(-0.294,0,\pm2)2\pi/a$, have $0.35$. The ratio depends on the form factors: $-3.05$, $0.75$ and $0.99$ eV give $0.21$ for the principal line and $0.35$ for the strongest satellite. For the perpendicular pair the principal line is the strongest; the next, $0.33$, is at $(-1.147,-1.147,0)2\pi/a$. A Fourier map of the density with atomic resolution need not have its strongest opposite-valley peak at $2k_0$.

The forbidden line would lie at $2(1-0.853)(2\pi/a)=3.40$ nm$^{-1}$. If the potential of the atoms on one sublattice is raised by 20\% and that on the other lowered by 20\%, at fixed $k_0$, its coefficient is no longer zero. Its size depends on the form factors at $|\mathbf G|^2=4$ and 12, which have no effect in diamond but act once the atoms differ: it is $0.90$ if both are zero, $0.42$ for $-1.6$ and $0.95$ eV, and $0.08$ for $-2.0$ and $0.95$ eV. The band minimum also moves toward the zone boundary. The equivalence of the two atoms is what removes it.

\paragraph{Envelopes.} For the $x$ valley use
\begin{equation}
F_x=\exp\left[-\sqrt{x^2/b^2+(y^2+z^2)/a_t^2}\,\right].
\end{equation}
In scaled coordinates $x=bX$, $y=a_tY$, $z=a_tZ$ this is $e^{-\varrho}$, for which the mean square derivative along each axis is $1/3$ and $\langle1/\varrho\rangle=1$. Averaging $1/r$ over angles gives, in atomic units with $b<a_t$,
\begin{equation}
E=\frac1{3m_ta_t^2}+\frac1{6m_lb^2}
-\frac{\arcsin\sqrt{1-b^2/a_t^2}}{\epsilon\sqrt{a_t^2-b^2}} .
\end{equation}
With rough values $m_t=0.19$, $m_l=0.92$ and $\epsilon=11.7$, numerical minimization gives $a_t=2.436$ nm, $b=1.397$ nm and a binding energy of $0.030$ eV. The extra digits of the radii are kept only for the arithmetic below; the model is not that accurate.

\paragraph{A neighbouring lattice site.} At $\mathbf R=(a/2,a/2,0)$, $\theta_x=\theta_y=0.853\pi$ and $\theta_z=0$, so $\cos\theta_x=-0.895$ and $\cos2\theta_x=0.602$. The envelopes are $F_x=F_y=0.799$ and $F_z=0.854$. Equation (\ref{sites}) gives
\begin{align*}
\rho_{\rm intra}&=\tfrac13[2(0.799)^2+(0.854)^2]=0.67,\\
\rho_{\rm opp}&=\tfrac13[2(0.799)^2(0.602)+(0.854)^2]=0.50,\\
\rho_{\rm perp}&=\tfrac43[(0.799)^2(0.895)^2-2(0.799)(0.854)(0.895)]=-0.95 .
\end{align*}
The total is $0.22$, against $6$ at the donor. The envelopes alone reduce the intravalley part by a third; the rest of the fall is interference. At $(0,0,a)$ the parts are $0.58$, $0.38$ and $1.73$, with total $2.69$. This site is farther away but, with these trial envelopes, has about twelve times the density of the first.

\paragraph{Line width and norm.} The envelope broadens each line. For two equal envelopes the normalized transform of $F_x^2$ is
\begin{equation}
\frac1\pi\,\frac{4\pi}{\kappa}\int_0^\infty\!\varrho\,e^{-2\varrho}\sin\kappa\varrho\,d\varrho
=\frac1{(1+\kappa^2/4)^2},\qquad \kappa^2=q_x^2b^2+(q_y^2+q_z^2)a_t^2 .
\end{equation}
Along $x$ it falls to one half at $q_x=2\sqrt{\sqrt2-1}/b=0.92$ nm$^{-1}$, small compared with $2k_0$. At $q_x=2k_0$ it is $2.7\times10^{-5}$. This is the factor by which the envelope suppresses the space integral of the principal opposite-valley term. With all satellites included, the numerical sums for the opposite and perpendicular classes are each below $10^{-4}$ of the norm. Interference can thus dominate the density at one site and scarcely affect the norm.

\paragraph{The real donor.} The computed $k_0$ is close to the usual rough value of 0.85, but the model gap, $0.82$ eV, is well below the real one of roughly 1.1 eV. The pseudopotential does not give the density at the nucleus, whereas the ratio $1:1:4$ follows from symmetry. The assumption most clearly broken is the purely Coulombic centre: phosphorus binds by roughly $0.045$ eV, not $0.030$ eV. If all envelope lengths shrink by $\sqrt{0.0296/0.045}=0.81$, $F(0)^2$ of the normalized envelope grows by a factor 1.9. At $(a/2,a/2,0)$ the envelopes become $0.759$ and $0.823$, and (\ref{square}) gives $0.19$ instead of $0.22$, relative to the donor value of 6. The principal wavevectors do not move.

The other valley-orbit levels lie roughly $0.012$ eV ($T_2$, threefold) and $0.013$ eV ($E$, twofold) above $A_1$. Boltzmann weights over these six $1s$ levels put a negligible share there at 4.2 K but 44\% at 77 K (a few points less if the higher bound states are counted), where the $A_1$ density alone no longer describes the ensemble. A field of 0.01 MV/cm changes the potential by $0.0024$ eV over $a_t$, about 5\% of the binding energy of 0.045 eV. A field mixes in odd envelopes with an amplitude proportional to its strength; this admixture is neglected here, as is impact ionization of the donor by free carriers. At a doping of $10^{16}$ cm$^{-3}$ the mean nearest-neighbour distance, $0.554\,n^{-1/3}$ for random positions, is 26 nm, about ten times $a_t$.

\section*{Variation 1: an odd valley combination}

\emph{Replace $\psi$ by the $T_2$ state $F_x(\phi_x-\phi_{-x})/\sqrt2$.} There are now four ordered pairs: two intravalley and two opposite. By (\ref{tr}),
\begin{equation}
|\psi|^2=\tfrac12F_x^2\left(2|\phi_x|^2-2\,\mathrm{Re}\,\phi_x^2\right)=2F_x^2(\mathrm{Im}\,\phi_x)^2 .
\end{equation}
The wavevectors $\pm2k_0\hat{\mathbf x}$ remain, but their terms change sign. At the donor $\phi_x$ is real, so the opposite pairs cancel the intravalley part and the density vanishes. There are no perpendicular terms.

\section*{Variation 2: a small uniaxial strain}

\emph{A strain difference $\varepsilon_{zz}-\varepsilon_{xx}=10^{-4}$ raises both $z$ valleys by $\Delta=9\ \mathrm{eV}\times10^{-4}=0.0009$ eV, using a rough deformation potential. How do the weights change?} The shift mixes $A_1=(1,1,1,1,1,1)/\sqrt6$ with $E=(-1,-1,-1,-1,2,2)/\sqrt{12}$. Their matrix element is $4\Delta/\sqrt{72}=\sqrt2\Delta/3=0.00042$ eV. To first order the admixed amplitude is
\begin{equation}
\eta=-\frac{0.00042}{0.013}=-0.033 .
\end{equation}
Each $z$ amplitude becomes $(1+\sqrt2\eta)/\sqrt6$, so the total $z$ population is $\tfrac13(1+2\sqrt2\eta)=0.30$ instead of $0.33$. Diagonalizing the six-valley matrix also gives $0.30$. The 36 pairs remain, and so do their wavevectors if the small shift of the valley minima with strain is neglected, but the terms within a class no longer have equal weights. At the donor the density is proportional to the squared sum of the amplitudes. The components of $E$ sum to zero, so with envelopes held fixed the density there changes by the factor $1/(1+\eta^2)$, a reduction of about $0.1\%$. In this model of valley repopulation, the populations respond at first order in strain and the donor-site density at second order. A real uniaxial strain usually changes the volume as well, which can alter the donor-site density at first order.
